# Optimal Permittivity Bounds for Isotropic Two-Phase Dielectrics from Constant Polarization Fields: a program that tests the result

```python
# Result under test: a two-phase composite with isotropic effective permittivity
# obeys B(c=eps_low) <= eps_eff <= B(c=eps_high), where
#   B(c) = 1 / sum_a[f_a/(eps_a + 2c)] - 2c,
# f_a = volume fractions, eps_a = relative permittivities, c = reference.
# Coated spheres attain both bounds. For anisotropic media the bounds
# hold for one third of the trace of the effective tensor.
import numpy as np
from scipy import fft
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

PORE, SOLID = 1.0, 4.0
POROSITY = 8.0 / 27.0
TARGET = 2.5
rng = np.random.default_rng(7)


def bound(c, porosity):
    s = porosity / (PORE + 2*c) + (1 - porosity) / (SOLID + 2*c)
    return 1 / s - 2*c


def coated_sphere(core, shell, core_fraction):
    """Integrate the radial dipole equation (r^2 eps u')' = 2 eps u.
    Returns the neutral outside permittivity and core field / outside field."""
    a = core_fraction ** (1/3)
    sol = solve_ivp(lambda r, y: [y[1] / (shell*r*r), 2*shell*y[0]],
                    (a, 1.0), [a, core*a*a], method="DOP853",
                    rtol=1e-11, atol=1e-13)
    u, q = sol.y[:, -1]
    return q / u, 1 / u


def effective(eps, axis):
    """Flux-conserving cell-centred solution of div(eps E)=0, periodic cell,
    unit mean field along axis; returns mean displacement along axis."""
    n = eps.shape[0]
    g = [2*eps*np.roll(eps, -1, i) / (eps + np.roll(eps, -1, i))
         for i in range(3)]
    w = 2 - 2*np.cos(2*np.pi*np.arange(n)/n)
    symbol = (w[:, None, None] + w[None, :, None]
              + w[None, None, :n//2 + 1])
    symbol[0, 0, 0] = 1.0

    def precondition(r):
        z = fft.rfftn(r) / symbol
        z[0, 0, 0] = 0.0
        return fft.irfftn(z, s=r.shape)

    def operator(phi):
        out = np.zeros_like(phi)
        for i in range(3):
            flux = g[i] * (np.roll(phi, -1, i) - phi)
            out -= flux - np.roll(flux, 1, i)
        return out

    phi = np.zeros_like(eps)
    r = np.roll(g[axis], 1, axis) - g[axis]
    z = precondition(r)
    d, rz = z.copy(), np.sum(r*z)
    start = rz
    if start > 1e-20:
        for _ in range(300):
            ad = operator(d)
            step = rz / np.sum(d*ad)
            phi += step*d
            r -= step*ad
            z = precondition(r)
            new = np.sum(r*z)
            if new < 1e-18*start:
                break
            d = z + new/rz*d
            rz = new
        else:
            raise RuntimeError("field solver did not converge")
    return np.mean(g[axis] * (1 - np.roll(phi, -1, axis) + phi))


# --- Polarization principle on a small spectral grid (dense algebra) ---
n = 5
cells = n**3
k = np.array(np.meshgrid(*[np.fft.fftfreq(n)]*3, indexing="ij"))
length = np.sqrt((k**2).sum(0))
length[0, 0, 0] = 1.0
unit = k / length
basis = np.eye(3*cells).reshape(3*cells, 3, n, n, n)
F = np.fft.fftn(basis, axes=(2, 3, 4))
F = unit * (F*unit).sum(1)[:, None]
G = np.fft.ifftn(F, axes=(2, 3, 4)).real.reshape(3*cells, 3*cells)
is_pore = np.zeros(cells, bool)
is_pore[rng.permutation(cells)[:37]] = True
small_porosity = is_pore.mean()
eps_small = np.tile(np.where(is_pore, PORE, SOLID), 3)
axes = np.kron(np.eye(3), np.ones(cells))


def functional(P, e0, c):
    return (c + 2*P@e0/cells - np.sum(P*P/(eps_small - c))/cells
            - P@G@P/(c*cells))


small_diag = []
equality_error = 0.0
for e0 in axes:
    E = np.linalg.solve(np.eye(3*cells) + G*(eps_small - 2.0)/2.0, e0)
    value = e0@(eps_small*E)/cells
    small_diag.append(value)
    for c, sign in ((0.5, 1), (6.0, -1)):
        exact_P = (eps_small - c)*E
        equality_error = max(equality_error,
                             abs(functional(exact_P, e0, c) - value))
        for size in (0.01, 0.3, 3.0):
            P = exact_P + size*rng.normal(size=3*cells)
            assert sign*(value - functional(P, e0, c)) > 0
assert equality_error < 1e-10
small_mean = np.mean(small_diag)
assert bound(PORE, small_porosity) < small_mean < bound(SOLID, small_porosity)

# Geometry tensor of the pore indicator: its trace must be one.
chi = [is_pore.astype(float), (~is_pore).astype(float)]
fractions = np.array([small_porosity, 1 - small_porosity])
A_diag = np.array([(e0*np.tile(chi[0], 3))@G@(e0*np.tile(chi[0], 3))
                   for e0 in axes]) / (cells*fractions.prod())
assert abs(A_diag.sum() - 1) < 1e-12

# Optimize two constant polarizations directly for several references.
references = [0.2, 0.5, 0.9, 4.2, 6.0, 12.0]
optimized = []
for c in references:
    M = np.diag(fractions / (np.array([PORE, SOLID]) - c))
    for a in range(2):
        for b in range(2):
            M[a, b] += np.mean([(e0*np.tile(chi[a], 3))@G
                                @(e0*np.tile(chi[b], 3))
                                for e0 in axes]) / (cells*c)
    optimized.append(c + fractions@np.linalg.solve(M, fractions))
    assert abs(optimized[-1] - bound(c, small_porosity)) < 1e-10
assert np.all(np.diff(optimized) > 0)

# --- Closed bounds against the integrated coated-sphere problem ---
f, s = POROSITY, 1 - POROSITY
lower = PORE + s / (1/(SOLID - PORE) + f/(3*PORE))
upper = SOLID + f / (1/(PORE - SOLID) + s/(3*SOLID))
low_sphere, low_core = coated_sphere(SOLID, PORE, s)
up_sphere, up_core = coated_sphere(PORE, SOLID, f)
assert abs(lower - low_sphere) < 1e-8 and abs(upper - up_sphere) < 1e-8
assert abs(lower - bound(PORE, f)) < 1e-12
assert abs(upper - bound(SOLID, f)) < 1e-12
p_low = 1 / (1/(SOLID - PORE) + f/(3*PORE))
p_up = 1 / (1/(PORE - SOLID) + s/(3*SOLID))
assert abs(p_low/(SOLID - PORE) - low_core) < 1e-8
assert abs(p_up/(PORE - SOLID) - up_core) < 1e-8
m = s*PORE + f*SOLID
gap = 2*f*s*(SOLID - PORE)**3 / ((m + 2*PORE)*(m + 2*SOLID))
assert abs(gap - (up_sphere - low_sphere)) < 1e-8

# --- Porosity window for a target permittivity ---


def porosity_for(c):
    return ((1/(TARGET + 2*c) - 1/(SOLID + 2*c))
            / (1/(PORE + 2*c) - 1/(SOLID + 2*c)))


por_min, por_sure = porosity_for(PORE), porosity_for(SOLID)
root_min = brentq(lambda x: coated_sphere(SOLID, PORE, 1-x)[0] - TARGET,
                  0.01, 0.99)
root_sure = brentq(lambda x: coated_sphere(PORE, SOLID, x)[0] - TARGET,
                   0.01, 0.99)
assert abs(por_min - root_min) < 1e-8 and abs(por_sure - root_sure) < 1e-8

# --- Laminate: shows why isotropy is required ---
lam = np.full((27, 27, 27), SOLID)
lam[:8] = PORE
lam_normal, lam_plane = effective(lam, 0), effective(lam, 1)
arithmetic, harmonic = f*PORE + s*SOLID, 1/(f/PORE + s/SOLID)
assert abs(lam_normal - harmonic) < 1e-7
assert abs(lam_plane - arithmetic) < 1e-7
assert lam_normal < lower and lam_plane > upper
lam_mean = (lam_normal + 2*lam_plane)/3
assert lower < lam_mean < upper

# --- Simple cubic array of cubic pores, edge 2/3 of the period ---
cube_grids, cube_values = (12, 24, 48), []
for n in cube_grids:
    eps = np.full((n, n, n), SOLID)
    eps[:2*n//3, :2*n//3, :2*n//3] = PORE
    cube_values.append(effective(eps, 0))
changes = np.abs(np.diff(cube_values))
assert changes[1] < changes[0] and changes[1] < 0.01
assert lower < cube_values[-1] < upper

# --- Random blocks: 9 x 9 x 9 blocks, 216 of them pores ---
blocks = np.full(729, SOLID)
blocks[rng.permutation(729)[:216]] = PORE
blocks = blocks.reshape(9, 9, 9)
random_diag = {}
for fine in (3, 5):
    eps = np.kron(blocks, np.ones((fine, fine, fine)))
    random_diag[fine] = np.array([effective(eps, i) for i in range(3)])
random_mean = {key: v.mean() for key, v in random_diag.items()}
assert abs(random_mean[5] - random_mean[3]) < 0.05
assert lower < random_mean[5] < upper

# --- Unfinished packing: one coated sphere per cubic cell, rest solid ---
n = 48
x = (np.arange(n) + 0.5)/n - 0.5
r2 = x[:, None, None]**2 + x[None, :, None]**2 + x[None, None, :]**2
core_radius = 0.5*f**(1/3)
sphere_value = effective(np.where(r2 < core_radius**2, PORE, SOLID), 0)
rest = 1 - np.pi/6
pack_low = upper / ((1 - rest) + rest*upper/SOLID)
pack_high = (1 - rest)*upper + rest*SOLID
assert pack_low < sphere_value < pack_high

print(f"pore permittivity (relative): {PORE:.1f}")
print(f"skeleton permittivity (relative): {SOLID:.1f}")
print(f"porosity (fraction): {f:.6f}")
print(f"arithmetic average (relative): {arithmetic:.4f}")
print(f"harmonic average (relative): {harmonic:.4f}")
print(f"lower bound L (relative): {lower:.4f}")
print(f"upper bound U (relative): {upper:.4f}")
print(f"gap U-L (relative): {gap:.4f}")
print(f"arithmetic-harmonic gap (relative): {arithmetic-harmonic:.4f}")
print(f"optimal p for L, in solid (field units): {p_low:.4f}")
print(f"optimal p for U, in pores (field units): {p_up:.4f}")
print(f"core/outside field, solid core: {low_core:.4f}")
print(f"core/outside field, pore core: {up_core:.4f}")
print(f"coated sphere, solid core (relative): {low_sphere:.4f}")
print(f"coated sphere, pore core (relative): {up_sphere:.4f}")
print(f"target permittivity (relative): {TARGET:.2f}")
print(f"smallest porosity able to reach target: {por_min:.4f}")
print(f"porosity guaranteeing target: {por_sure:.4f}")
print(f"laminate, normal component (relative): {lam_normal:.4f}")
print(f"laminate, in-plane component (relative): {lam_plane:.4f}")
print(f"laminate, trace/3 (relative): {lam_mean:.4f}")
for n, value in zip(cube_grids, cube_values):
    print(f"cubic pores, {n} cells per edge (relative): {value:.4f}")
for fine in (3, 5):
    print(f"random blocks, {9*fine} cells per edge, trace/3:"
          f" {random_mean[fine]:.4f}")
print("random blocks, finest diagonal (relative):",
      " ".join(f"{v:.4f}" for v in random_diag[5]))
print(f"sphere array, pore radius/period: {core_radius:.4f}")
print(f"sphere array, unfilled fraction r: {rest:.4f}")
print(f"sphere array, packing lower limit (relative): {pack_low:.4f}")
print(f"sphere array, field solution (relative): {sphere_value:.4f}")
print(f"sphere array, packing upper limit (relative): {pack_high:.4f}")
print(f"spectral grid porosity (fraction): {small_porosity:.4f}")
print("spectral grid diagonal of A:",
      " ".join(f"{v:.4f}" for v in A_diag))
print(f"spectral grid trace of A: {A_diag.sum():.6f}")
print(f"spectral grid trace/3 of eps_eff (relative): {small_mean:.4f}")
for c, value in zip(references, optimized):
    print(f"spectral grid bound at reference {c:.1f} (relative): {value:.4f}")
print("all tests passed")
```

Running it gives:

```
pore permittivity (relative): 1.0
skeleton permittivity (relative): 4.0
porosity (fraction): 0.296296
arithmetic average (relative): 3.1111
harmonic average (relative): 2.1176
lower bound L (relative): 2.6286
upper bound U (relative): 2.9213
gap U-L (relative): 0.2928
arithmetic-harmonic gap (relative): 0.9935
optimal p for L, in solid (field units): 2.3143
optimal p for U, in pores (field units): -3.6404
core/outside field, solid core: 0.7714
core/outside field, pore core: 1.2135
coated sphere, solid core (relative): 2.6286
coated sphere, pore core (relative): 2.9213
target permittivity (relative): 2.50
smallest porosity able to reach target: 0.3333
porosity guaranteeing target: 0.4286
laminate, normal component (relative): 2.1176
laminate, in-plane component (relative): 3.1111
laminate, trace/3 (relative): 2.7800
cubic pores, 12 cells per edge (relative): 2.8891
cubic pores, 24 cells per edge (relative): 2.8984
cubic pores, 48 cells per edge (relative): 2.9017
random blocks, 27 cells per edge, trace/3: 2.7812
random blocks, 45 cells per edge, trace/3: 2.8144
random blocks, finest diagonal (relative): 2.8177 2.7918 2.8338
sphere array, pore radius/period: 0.3333
sphere array, unfilled fraction r: 0.4764
sphere array, packing lower limit (relative): 3.3520
sphere array, field solution (relative): 3.3953
sphere array, packing upper limit (relative): 3.4352
spectral grid porosity (fraction): 0.2960
spectral grid diagonal of A: 0.3081 0.3490 0.3429
spectral grid trace of A: 1.000000
spectral grid trace/3 of eps_eff (relative): 2.8647
spectral grid bound at reference 0.2 (relative): 2.2923
spectral grid bound at reference 0.5 (relative): 2.4626
spectral grid bound at reference 0.9 (relative): 2.6035
spectral grid bound at reference 4.2 (relative): 2.9297
spectral grid bound at reference 6.0 (relative): 2.9770
spectral grid bound at reference 12.0 (relative): 3.0396
all tests passed
```
